# Vanishing Resta phase for free fermions on a half-filled ring: a numerical check

```python
# Result under test: for N free spinless fermions on a uniform ring of 2N sites,
# the closed-shell ground state has z = <exp(2 pi i X / L)> = 0 exactly.
# X = a * sum_j j n_j (a: site spacing), L = 2N a; z does not depend on a.
# hop: hopping t, stagger: potential Delta lowering even sites and raising odd
# sites, repulsion: nearest-neighbour V; all energies in hartree.
# boundary = +1 periodic, -1 antiperiodic.
from itertools import combinations
import numpy as np
import sympy as sp

hop, stagger, repulsion = 0.05, 0.02, 0.40


def one_body_hamiltonian(sites, delta=0.0, boundary=1):
    h = np.diag(-delta * (-1.0) ** np.arange(sites))
    for j in range(sites):
        amplitude = -hop * (boundary if j == sites - 1 else 1)
        h[j, (j + 1) % sites] += amplitude
        h[(j + 1) % sites, j] += amplitude
    return h


def overlap_matrix(sites, particles, delta=0.0, boundary=1):
    energies, orbitals = np.linalg.eigh(
        one_body_hamiltonian(sites, delta, boundary))
    occupied = orbitals[:, :particles]
    phase = np.exp(2j * np.pi * np.arange(sites) / sites)
    gap = (energies[particles] - energies[particles - 1]
           if particles < sites else None)
    return occupied.T @ (phase[:, None] * occupied), gap


def many_body(sites, particles, v=0.0, boundary=1):
    """Full Hamiltonian in the basis of ordered site occupations."""
    configs = list(combinations(range(sites), particles))
    index = {c: i for i, c in enumerate(configs)}
    h = np.zeros((len(configs), len(configs)))
    for c, i in index.items():
        for j in c:
            target = (j + 1) % sites
            if target in c:
                h[i, i] += v
                continue
            moved = tuple(sorted([x for x in c if x != j] + [target]))
            # a particle crossing the seam passes all the others
            sign = boundary * (-1) ** (particles - 1) if target == 0 else 1
            h[i, index[moved]] -= hop * sign
            h[index[moved], i] -= hop * sign
    return configs, h


def resta(configs, state, sites, power=1):
    total = np.array([sum(c) for c in configs])
    return np.sum(np.abs(state) ** 2
                  * np.exp(2j * np.pi * power * total / sites))


def slater_state(configs, labels, sites):
    return np.array([np.linalg.det(
        np.exp(2j * np.pi * np.outer(c, labels) / sites) / np.sqrt(sites))
        for c in configs])


print(f"hopping t = {hop:.3f} hartree")
print(f"staggered potential Delta = {stagger:.3f} hartree")
print(f"neighbour repulsion V = {repulsion:.3f} hartree")

# --- six sites, three particles: exact integer counting -------------------
configs6, h6 = many_body(6, 3)
ground6 = np.linalg.eigh(h6)[1][:, 0]
residue_weight = [0] * 6
weights6 = []
for c in configs6:
    weight = sp.Integer(1)
    for x, y in combinations(c, 2):
        weight *= 2 - 2 * sp.cos(sp.pi * (y - x) / 3)
    weights6.append(int(weight))
    residue_weight[sum(c) % 6] += int(weight)
assert sum(weights6) == 6 ** 3
assert np.allclose(ground6 ** 2, np.array(weights6) / 216, atol=1e-12)
exact_z = sp.simplify(sp.expand_complex(sum(
    w * sp.exp(sp.I * sp.pi * r / 3) for r, w in enumerate(residue_weight))))
assert exact_z == 0
assert len(set(residue_weight)) == 1
print(f"6 sites, 3 particles: number of configurations = {len(configs6)}")
for value in sorted(set(weights6)):
    print(f"  configurations of weight {value}/{sum(weights6)}: "
          f"{weights6.count(value)}")
print(f"  weight of X/a mod 6 = 0..5, over 216: {residue_weight}")
print(f"  exact symbolic z = {exact_z}")

# --- ten sites, five particles: determinant and full diagonalization ------
sites, particles = 10, 5
overlap, gap10 = overlap_matrix(sites, particles)
singular = np.linalg.svd(overlap, compute_uv=False)
assert np.allclose(singular, [1, 1, 1, 1, 0], atol=1e-12)
assert abs(np.linalg.det(overlap)) < 1e-12
assert np.isclose(gap10, 4 * hop * np.sin(np.pi / (2 * particles)))
configs10, h10 = many_body(sites, particles)
energy10, states10 = np.linalg.eigh(h10)
free = states10[:, 0]
assert energy10[1] - energy10[0] > 1e-3
assert np.isclose(energy10[0], np.linalg.eigvalsh(
    one_body_hamiltonian(sites))[:particles].sum())
free_powers = [abs(resta(configs10, free, sites, q)) for q in range(1, sites)]
assert max(free_powers) < 1e-11
vandermonde = np.array([np.prod([4 * np.sin(np.pi * (y - x) / sites) ** 2
                                 for x, y in combinations(c, 2)])
                        for c in configs10]) / sites ** particles
assert np.allclose(free ** 2, vandermonde, atol=1e-12)
print(f"10 sites, 5 particles: configurations = {len(configs10)}")
print(f"  ground-state energy = {energy10[0]:.6f} hartree")
print(f"  one-particle gap of the finite ring = {gap10:.6f} hartree")
print("  singular values of overlap matrix:",
      " ".join(f"{abs(s):.6f}" for s in singular))
print(f"  |z| from determinant = {abs(np.linalg.det(overlap)):.1e}")
print(f"  |z| from full diagonalization = {free_powers[0]:.1e}")
print(f"  largest |<U^q>|, q = 1..9 = {max(free_powers):.1e}")

# --- every partial filling vanishes, the full band does not ---------------
partial = []
for n in range(1, sites):
    s, _ = overlap_matrix(sites, n, boundary=1 if n % 2 else -1)
    partial.append(abs(np.linalg.det(s)))
assert max(partial) < 1e-12
full_z = np.linalg.det(overlap_matrix(sites, sites, boundary=-1)[0])
assert np.isclose(full_z, -1)
print(f"  largest |z| for 1..9 particles = {max(partial):.1e}")
print(f"  z of the full band (10 particles) = {full_z.real:.6f}")

# --- interacting ring: z = 0 by symmetry although charge is ordered -------
_, h_int = many_body(sites, particles, repulsion)
energy_int, states_int = np.linalg.eigh(h_int)
ordered = states_int[:, 0]
splitting = energy_int[1] - energy_int[0]
assert splitting > 1e-7
index10 = {c: i for i, c in enumerate(configs10)}
shifted = [index10[tuple(sorted((x + 1) % sites for x in c))]
           for c in configs10]
assert np.allclose(ordered ** 2, ordered[shifted] ** 2, atol=1e-9)
z_int = resta(configs10, ordered, sites)
z2_int = resta(configs10, ordered, sites, 2)
assert abs(z_int) < 1e-8 and z2_int.real > 0.5 and abs(z2_int.imag) < 1e-8
print("10 sites, 5 particles with repulsion V:")
print(f"  splitting of two lowest states = {splitting:.3e} hartree")
print(f"  |z| = {abs(z_int):.1e}")
print(f"  <U^2> = {z2_int.real:.6f}")

# --- eight sites, four particles: closed and open shell -------------------
configs8, h8_anti = many_body(8, 4, boundary=-1)
energy_anti, states_anti = np.linalg.eigh(h8_anti)
assert energy_anti[1] - energy_anti[0] > 1e-3
z_anti = resta(configs8, states_anti[:, 0], 8)
assert abs(z_anti) < 1e-12
_, h8 = many_body(8, 4)
energy8 = np.linalg.eigvalsh(h8)
assert abs(energy8[1] - energy8[0]) < 1e-12 and energy8[2] - energy8[1] > 1e-3
state_a = slater_state(configs8, np.arange(-2, 2), 8)
state_b = slater_state(configs8, np.arange(-1, 3), 8)
assert abs(resta(configs8, state_a, 8)) < 1e-12
print("8 sites, 4 particles:")
print(f"  antiperiodic (closed shell) |z| = {abs(z_anti):.1e}")
for angle in (0.0, 0.7, 2.0):
    mixed = (state_a + np.exp(1j * angle) * state_b) / np.sqrt(2)
    assert np.allclose(h8 @ mixed, energy8[0] * mixed, atol=1e-12)
    z_mixed = resta(configs8, mixed, 8)
    assert np.isclose(z_mixed, 0.5 * np.exp(-1j * angle))
    print(f"  periodic doublet, mixing phase {angle:.1f} rad: "
          f"|z| = {abs(z_mixed):.6f}, arg z = "
          f"{np.angle(z_mixed) + 0.0:.4f} rad")


# --- staggered insulating ring: z leaves zero and tends to +1 or -1 -------
def staggered_formula(n, delta):
    m = np.arange(-(n - 1) // 2, (n - 1) // 2 + 1)
    theta = np.arctan2(delta, 2 * hop * np.cos(np.pi * m / n))
    return np.sin(theta[-1]) * np.prod(np.cos(np.diff(theta) / 2))


print("staggered ring with potential Delta, N particles on 2N sites:")
growth = []
for n in (5, 25, 101, 401):
    s_plus, gap = overlap_matrix(2 * n, n, stagger)
    z_plus = np.linalg.det(s_plus)
    z_minus = np.linalg.det(overlap_matrix(2 * n, n, -stagger)[0])
    z_metal = np.linalg.det(overlap_matrix(2 * n, n)[0])
    assert np.isclose(z_plus, staggered_formula(n, stagger), atol=1e-9)
    assert np.isclose(z_minus, -z_plus, atol=1e-9)
    assert abs(z_metal) < 1e-10
    assert np.isclose(gap, 2 * np.hypot(
        stagger, 2 * hop * np.sin(np.pi / (2 * n))))
    growth.append(z_plus.real)
    print(f"  N = {n}: z(+Delta) = {z_plus.real:.6f}, "
          f"z(-Delta) = {z_minus.real:.6f}")
    print(f"    gap = {gap:.6f} hartree, uniform ring |z| = "
          f"{abs(z_metal):.1e}")
assert np.all(np.diff(growth) > 0) and growth[-1] > 0.95

small = 1e-6 * hop
slope = (np.linalg.det(overlap_matrix(10, 5, small)[0]).real
         - np.linalg.det(overlap_matrix(10, 5, -small)[0]).real) / (2 * small)
slope_formula = 1 / (2 * hop * np.sin(np.pi / 10))
assert np.isclose(slope, slope_formula, rtol=1e-6)
print(f"slope dz/dDelta at Delta = 0, N = 5: {slope:.4f} per hartree")

print("all tests passed")
```

Output:

```
hopping t = 0.050 hartree
staggered potential Delta = 0.020 hartree
neighbour repulsion V = 0.400 hartree
6 sites, 3 particles: number of configurations = 20
  configurations of weight 3/216: 6
  configurations of weight 12/216: 12
  configurations of weight 27/216: 2
  weight of X/a mod 6 = 0..5, over 216: [36, 36, 36, 36, 36, 36]
  exact symbolic z = 0
10 sites, 5 particles: configurations = 252
  ground-state energy = -0.323607 hartree
  one-particle gap of the finite ring = 0.061803 hartree
  singular values of overlap matrix: 1.000000 1.000000 1.000000 1.000000 0.000000
  |z| from determinant = 1.5e-16
  |z| from full diagonalization = 4.2e-16
  largest |<U^q>|, q = 1..9 = 3.9e-15
  largest |z| for 1..9 particles = 2.8e-15
  z of the full band (10 particles) = -1.000000
10 sites, 5 particles with repulsion V:
  splitting of two lowest states = 2.539e-03 hartree
  |z| = 1.8e-13
  <U^2> = 0.878635
8 sites, 4 particles:
  antiperiodic (closed shell) |z| = 1.9e-16
  periodic doublet, mixing phase 0.0 rad: |z| = 0.500000, arg z = -0.0000 rad
  periodic doublet, mixing phase 0.7 rad: |z| = 0.500000, arg z = -0.7000 rad
  periodic doublet, mixing phase 2.0 rad: |z| = 0.500000, arg z = -2.0000 rad
staggered ring with potential Delta, N particles on 2N sites:
  N = 5: z(+Delta) = 0.528235, z(-Delta) = -0.528235
    gap = 0.073618 hartree, uniform ring |z| = 1.5e-16
  N = 25: z(+Delta) = 0.886734, z(-Delta) = -0.886734
    gap = 0.041925 hartree, uniform ring |z| = 8.1e-17
  N = 101: z(+Delta) = 0.970512, z(-Delta) = -0.970512
    gap = 0.040121 hartree, uniform ring |z| = 4.4e-16
  N = 401: z(+Delta) = 0.992487, z(-Delta) = -0.992487
    gap = 0.040008 hartree, uniform ring |z| = 1.5e-16
slope dz/dDelta at Delta = 0, N = 5: 32.3607 per hartree
all tests passed
```
